# Why Poole-Frenkel barrier lowering is twice Schottky lowering

## What a wrong coefficient does to a leakage analysis

Leakage through a gate insulator can be plotted logarithmically against the square root of the field, and the slope can be converted into a permittivity or used to name the mechanism. Both uses need the right barrier-lowering coefficient. For a given measured slope, the inferred permittivity varies as the square of the numerical factor in the formula used, so a factor of two becomes a factor of four. In an insulator of relative permittivity 4, a full Poole-Frenkel slope read with the Schottky formula gives a permittivity of 1, that of vacuum. A Schottky slope read with the full Poole-Frenkel formula gives 16.

The two coefficients are

\[
\beta_S=\sqrt{\frac{q^3}{4\pi\varepsilon}},\qquad
\beta_{PF}=\sqrt{\frac{q^3}{\pi\varepsilon}}=2\beta_S ,
\]

where \(q>0\) is the elementary charge, \(\varepsilon\) the absolute permittivity of the insulator and \(F>0\) the field magnitude. The barrier falls by \(\beta\sqrt F\), an energy. The Schottky case is emission from a metal into the insulator; the Poole-Frenkel case is emission from a trap inside it. The ratio of two holds for the same \(\varepsilon\) and the same local field in both.

## The trap: a positive charge that stays

Take a trap that is neutral when it holds its electron. When the electron leaves, a charge \(+q\) remains, bound to the lattice. At distance \(x\) the attractive force has magnitude \(q^2/(4\pi\varepsilon x^2)\). With the energy set to zero at infinity,

\[
U_{\rm trap}(x)=-\int_x^\infty\frac{q^2}{4\pi\varepsilon s^2}\,ds=-\frac{A}{x},
\qquad A=\frac{q^2}{4\pi\varepsilon}.
\]

This form is needed near the top of the barrier, not in the core of the trap, where short-range forces set the level. The level itself is taken as unmoved by the field.

The charge state matters. A trap that is neutral when empty leaves no positive charge behind, so it has no Coulomb tail and none of the lowering derived here.

## The metal: a positive charge that recedes

Now put the electron at distance \(x\) from a flat, perfectly conducting metal. Surface charge flows until the metal is an equipotential. In the insulator, the field of that surface charge equals the field of a point charge \(+q\) at distance \(x\) behind the surface: every point of the surface is equally far from \(-q\) and \(+q\), so their potentials cancel there, and the boundary values fix the potential in the insulator.

The real charge lies on the surface. At a surface point a lateral distance \(\rho\) from the electron's foot point, the electron and its image each contribute a normal field \(qx/[4\pi\varepsilon(\rho^2+x^2)^{3/2}]\), both pointing into the insulator. The surface charge density is \(\varepsilon\) times their sum:

\[
\sigma(\rho)=\frac{q\,x}{2\pi(\rho^2+x^2)^{3/2}} .
\]

Integrating from the centre outwards, the fraction of the charge within radius \(\rho\) is \(1-x/\sqrt{\rho^2+x^2}\), which reaches one half at \(\rho=\sqrt3\,x\). As the electron moves away, the positive charge spreads out in proportion. This spreading is what the receding image describes.

The electron and its image are \(2x\) apart, so the force is

\[
\frac{q^2}{4\pi\varepsilon(2x)^2}=\frac{q^2}{16\pi\varepsilon x^2},
\]

one quarter of the trap's force at the same \(x\). Integrating as before,

\[
U_{\rm metal}(x)=-\int_x^\infty\frac{q^2}{16\pi\varepsilon s^2}\,ds
=-\frac{q^2}{16\pi\varepsilon x}=-\frac{A}{4x}.
\]

This is half the energy \(-q^2/[4\pi\varepsilon(2x)]\) of two independent charges at separation \(2x\). The difference is the energy needed to assemble the surface charge. For a conductor at zero potential, the electrostatic energy is one half of the electron's charge times the potential of the surface charge at the electron:

\[
\frac12(-q)\frac{q}{4\pi\varepsilon(2x)}=-\frac{q^2}{16\pi\varepsilon x}.
\]

The factor of four in energy thus has two parts: two from the doubled separation and two from the induced nature of the charge. Omitting the second would make the ratio of coefficients \(\sqrt2\) instead of 2.

## The top of the barrier

Let the field push the electron towards larger \(x\). For a general Coulomb strength \(a\), equal to \(A\) for the trap and \(A/4\) for the metal,

\[
U(x)=-\frac{a}{x}-qFx .
\]

Setting the derivative to zero gives

\[
\frac{dU}{dx}=\frac{a}{x^2}-qF=0
\quad\Rightarrow\quad
x_m=\sqrt{\frac{a}{qF}} .
\]

The second derivative, \(-2a/x^3\), is negative, so this is a maximum. At the top,

\[
\frac{a}{x_m}=\sqrt{a\,qF},\qquad qFx_m=\sqrt{a\,qF},
\]

so the Coulomb and field terms contribute equally. Without a field the electron must reach \(U=0\); with the field it must reach \(U(x_m)\). The lowering is

\[
\Delta=-U(x_m)=2\sqrt{a\,qF}.
\]

Inserting the two strengths,

\[
\Delta_{PF}=2\sqrt{\frac{q^3F}{4\pi\varepsilon}}=\sqrt{\frac{q^3F}{\pi\varepsilon}},
\qquad
\Delta_S=2\sqrt{\frac{q^3F}{16\pi\varepsilon}}=\sqrt{\frac{q^3F}{4\pi\varepsilon}} .
\]

The fixed charge pulls four times harder at a given distance. The applied field therefore balances it twice as far out, and both halves of the lowering double.

## Testing the cause

If the motion of the positive charge is the cause, changing that motion alone should change the coefficient. Let the positive charge recede to \(-\lambda x\) when the electron is at \(x\). The separation is \((1+\lambda)x\), and integrating the force gives

\[
a=\frac{q^2}{4\pi\varepsilon(1+\lambda)^2},\qquad
\Delta=\frac{2}{1+\lambda}\,\beta_S\sqrt F .
\]

A fixed charge, \(\lambda=0\), gives Poole-Frenkel lowering; a mirror image, \(\lambda=1\), gives Schottky lowering. Numerical integration of the force followed by a search for the maximum gives 2.0000, 1.3333 and 1.0000 times the Schottky value for \(\lambda=0\), 0.5 and 1.

A second test uses no image charge. In scaled units with \(q^2/(4\pi\varepsilon)=1\), the surface charge on a grounded disc of radius 3000 was found by requiring zero potential on 900 concentric rings. With the electron at heights 1, 2 and 4, the force times height squared was 0.2501 each time, against 1/4 for an infinite plane.

The surface charge was then frozen in the pattern it had at electron height \(h=0.1\), while the electron moved away in a scaled field \(f=0.01\). The frozen charge acts as a fixed unit charge at depth \(h\), so the full pair energy applies. With \(y=x+h\),

\[
U=-\frac1y-fy+fh .
\]

The lowering is \(2\sqrt f-fh=0.199\). With the charge free to follow, it is \(\sqrt f=0.100\). The expected ratio is 1.99, and the computed one is 1.990. The same metal gives almost the doubled lowering once its charge is prevented from following the electron.

## How large it is in a gate insulator

Consider a silicon nitride gate insulator in a thin-film transistor, with rough parameters: optical relative permittivity 4, trap depth 1.2 eV, metal barrier 1.5 eV and effective mass 0.4 electron masses. The field is 0.5 MV/cm, or 0.05 V/nm, and the temperature is 400 K, so \(kT=0.0345\) eV. The Coulomb strengths are 0.360 eV nm for the trap and 0.090 eV nm for the metal. Then

\[
x_m^{\rm trap}=\sqrt{\frac{0.360}{0.05}}\ {\rm nm}=2.68\ {\rm nm},
\qquad
x_m^{\rm metal}=\sqrt{\frac{0.090}{0.05}}\ {\rm nm}=1.34\ {\rm nm},
\]

\[
\Delta_{PF}=2\sqrt{0.360\times0.05}\ {\rm eV}=0.268\ {\rm eV},
\qquad
\Delta_S=2\sqrt{0.090\times0.05}\ {\rm eV}=0.134\ {\rm eV}.
\]

The coefficients are 0.379 and 0.190 eV/(MV/cm)\(^{1/2}\). The remaining barriers are 0.93 eV for the trap and 1.37 eV for the metal.

A doubled lowering squares the Boltzmann factor. At this field and temperature the gain over zero field is \(e^{\Delta_S/kT}=49\) for the metal and \(e^{\Delta_{PF}/kT}\approx2400\) for the trap. These are gains, not currents: the absolute rates also depend on the zero-field barriers and the prefactors.

## Why the measured slope may not show the factor

The coefficient describes one emission event. A bulk current depends on the density \(n\) of free electrons, which also involves recapture.

Let \(N_D\) be the density of donor traps and \(N_A\) that of compensating acceptors, all filled. Neutrality requires \(n+N_A\) empty, positive donors, leaving \(N_D-N_A-n\) filled. Balancing emission against capture gives

\[
n(n+N_A)=K(N_D-N_A-n),\qquad
K\propto \exp\!\left[-\frac{E_t-\beta_{PF}\sqrt F}{kT}\right],
\]

where \(E_t\) is the trap depth and the capture coefficient is assumed independent of field. For small \(n\) there are two limits:

\[
n\simeq K\frac{N_D-N_A}{N_A}\quad(n\ll N_A,\ n\ll N_D-N_A),
\qquad
n\simeq\sqrt{KN_D}\quad(N_A=0,\ n\ll N_D).
\]

With compensation, the slope of \(\ln n\) against \(\sqrt F\) is \(\beta_{PF}/kT\). Without it, the square root halves the slope to \(\beta_{PF}/(2kT)=\beta_S/kT\), the Schottky value. Solving the full balance with \(N_D=10^{18}\) cm\(^{-3}\), and \(N_A=10^{17}\) cm\(^{-3}\) or zero, gives slopes of 2.0000 and 1.0000 in units of \(\beta_S/kT\).

The halved slope is a demanding limit, because \(N_A\) must be well below \(n\). For the example above, with a band density of states of \(10^{19}\) cm\(^{-3}\), \(n\) is only about \(4\times10^{12}\) cm\(^{-3}\) without compensation. An acceptor density of \(10^{13}\) cm\(^{-3}\), one per \(10^5\) traps, already brings the slope to 1.76. Such weak compensation would have to be shown for a real film, not assumed. Neutrality is a further condition. At this \(n\) the screening length is about 1.2 µm with the static relative permittivity of roughly 7 (0.9 µm with the optical value), so a film 100 nm thick need not be neutral. An excess of \(10^{13}\) cm\(^{-3}\) empty traps would also bring the slope to 1.76, while changing the field across the film by less than 0.01%.

A slope that yields a sensible permittivity with the Schottky formula therefore does not by itself establish Schottky emission. Three measures help:

- **Plot the right quantity.** For constant mobility the bulk current density is proportional to \(nF\), so Poole-Frenkel data belong on a plot of \(\ln(J/F)\). For thermionic emission with a field-independent prefactor, use \(\ln J\). This requires electrons to cross the top of the barrier almost without scattering; in a low-mobility film the prefactor depends on field, and neither plot gives exactly \(\beta_S/kT\).
- **Change the emitting electrode** at fixed temperature and internal field. The Schottky barrier usually depends on the metal, whereas the trap depth does not. Interface states can weaken the barrier's dependence, so an unchanged current does not rule out Schottky emission. This comparison requires a nearly uniform field and, in the bulk-limited case, a contact that can supply the current. The example's two barriers illustrate the two processes separately and do not meet this condition by thermionic emission alone: the 1.5 eV contact supplies about \(5\times10^{-11}\) A/cm\(^2\), while the neutral compensated bulk would carry about \(10^{-5}\) A/cm\(^2\) per cm\(^2\)/(V s) of mobility. Such a film would be limited by injection unless its mobility were below about \(4\times10^{-6}\) cm\(^2\)/(V s) or the contact supplied electrons by another route.
- **Measure the activation energy** at several fields and extrapolate to \(\sqrt F=0\). First remove the temperature dependence of the prefactors: \(T^2\) for Schottky emission, and \(T^{3/2}\) in \(K\) from the band density of states. In the classical one-dimensional model, with a mobility that does not depend on temperature, the result is then the metal barrier for Schottky emission, \(E_t\) for compensated traps and \(E_t/2\) for uncompensated ones. A thermally activated mobility adds its own activation energy to the two bulk values. Directional escape and tunnelling, discussed below, also shift the extrapolated value, in the example upwards by about 0.01 to 0.07 eV for fits that stay below 0.7 MV/cm. The shift grows towards the tunnelling crossover: a fit from 0.5 to 1.0 MV/cm gives about 0.16 eV for the metal in the WKB estimate and about 0.11 eV for compensated traps with both effects included.

## Where the simple picture bends

**Escape in other directions.** The trap's lowering was calculated along the field. Along a straight ray at angle \(\theta\) to it, the field component is \(F\cos\theta\), so the lowering is \(\Delta_{PF}\sqrt{\cos\theta}\). Assume isotropic escape along such rays, with the zero-field barrier kept for backward directions. With \(\gamma=\Delta_{PF}/kT\) and \(c=\cos\theta\), the mean gain is

\[
P=\frac12+\frac12\int_0^1e^{\gamma\sqrt c}\,dc .
\]

Substituting \(c=s^2\) turns the integral into \(2\int_0^1 s\,e^{\gamma s}ds\). Integration by parts then gives

\[
P=\frac12+\frac{(\gamma-1)e^\gamma+1}{\gamma^2}.
\]

Here \(\gamma=7.8\), and \(P\) is 0.112 times the on-axis gain \(e^\gamma\), equivalent to 75 meV less lowering. The local slope is 0.889 of the on-axis slope, so in this ray model the apparent ratio to Schottky falls from 2 to about 1.78. The size of the reduction depends on how the electron escapes. For diffusive motion in the trap's Coulomb field, Onsager's gain \(2I_1(\gamma)/\gamma\), with \(I_1\) a modified Bessel function, gives a local slope of 0.81 of the on-axis value, or 1.63 times \(\beta_S/kT\). A flat metal needs no directional average, because its barrier depends on \(x\) alone. Diffusive motion still changes its slope. With constant mobility, the current over the barrier varies as \(1/\int_0^\infty e^{U/kT}dx\propto\gamma_S/K_1(\gamma_S)\), where \(\gamma_S=\Delta_S/kT\) and \(K_1\) is a modified Bessel function. In the example this gives a local slope of 1.40 times \(\beta_S/kT\) on a plot of \(\ln J\), and 0.89 times on a plot of \(\ln(J/F)\). Set against the trap's 1.63, the apparent ratio is about 1.16 or 1.83.

**Tunnelling.** Near its top the barrier is an inverted parabola with curvature of magnitude \(2a/x_m^3\), which defines

\[
\hbar\omega=\hbar\sqrt{\frac{2a}{m\,x_m^3}} ,
\]

where \(m\) is the effective mass. At energy \(\delta\) below the top, transmission falls roughly as \(e^{-2\pi\delta/\hbar\omega}\), while thermal occupation rises as \(e^{\delta/kT}\). When \(\hbar\omega\) reaches \(2\pi kT\), the emission is no longer concentrated near the top. In the example this crossover lies at 1.11 MV/cm for the metal and 1.76 MV/cm for the trap. Tunnelling matters well before it: for a parabolic top, as much emission passes below the top as above it already at \(\hbar\omega=\pi kT\). At 0.5 MV/cm, a semiclassical (WKB) thermal average raises the rates by factors of 1.57 and 1.28, equivalent to 16 and 8 meV of extra lowering. These factors describe tunnelling only. WKB neglects reflection of the electron wave in the steep well, which for the metal can outweigh the gain and leave the rate below its classical value. The gain grows with field, so it also steepens the local slopes, in the same approximation by roughly a third for the metal and a tenth for the trap. In this estimate, tunnelling alone lowers the apparent ratio to about 1.6.

Since \(x_m^3\propto F^{-3/2}\), \(\hbar\omega\) grows as \(F^{3/4}\) and the crossover field scales as \(T^{4/3}\). With the other parameters fixed, cooling to 300 K multiplies it by \((3/4)^{4/3}=0.68\), giving about 0.76 and 1.20 MV/cm. Only well below these fields can tunnelling be neglected when a slope is interpreted. Lowering the field does not remove the directional effect, however: in the ray model at 400 K, the trap's local slope at 0.1 MV/cm is only about three quarters of the on-axis value.

**Permittivity.** The optical value applies if the electron passes before the lattice responds. At the speed \(\sqrt{kT/m}\), reaching the top takes about 11 fs for the metal and 22 fs for the trap. A lattice vibration of 0.11 eV, a rough value, has a period of 38 fs. The electron moves faster inside the well, which roughly halves the two transit times. These are times for flight without collisions; scattering, which is strong in a low-mobility amorphous film, lengthens them. The optical limit is therefore not secured. With the static relative permittivity, roughly 7, the lowerings are 0.101 and 0.203 eV, still in the ratio 2. If the slower escape from the trap saw the static value and emission from the metal the optical one, the ratio would be 1.51.

**Neighbouring traps.** At \(10^{18}\) cm\(^{-3}\) the spacing estimated as \(N_D^{-1/3}\) is 10 nm. An empty positive trap at that distance directly downfield adds 13 meV to the lowering, measured from the first trap's shifted level. Randomly placed traps have a mean nearest-neighbour distance of only 5.5 nm, and an empty positive trap that close would add 48 meV. The electron then still has to leave the neighbour's well. These distances count all traps, but only the \(n+N_A\) empty ones are positive. Their mean nearest distance is about 12 nm for \(N_A=10^{17}\) cm\(^{-3}\) and about 340 nm without compensation, so an empty neighbour at 5.5 nm is typical only when most traps are empty.

At low field the effect is qualitative. For two such traps a distance \(d\) apart, the zero-field top lies midway between them. Since the top is stationary, a weak field lowers it by \(qFd/2\) to first order: linear in \(F\), not in \(\sqrt F\). The isolated-trap formula needs \(x_m\) well below \(d/2\), hence \(F\) well above \(4A/(qd^2)\), which is about 0.14 MV/cm for \(d=10\) nm but 0.48 MV/cm for 5.5 nm. In the example, an empty trap 5.5 nm directly downfield therefore reduces the local slope of the lowering against \(\sqrt F\) by about a fifth.

## Reading the model beside a real film

The example's field corresponds to 5 V across 100 nm, and is 5% of a rough breakdown field of 10 MV/cm. The temperature of 400 K is hot for a display transistor. The low field keeps the example below the tunnelling crossover, as it would at 300 K too, and the higher temperature widens the margin, but tunnelling still affects the slopes. Deposited nitride varies with composition and hydrogen content, so its permittivity, trap depth and trap density should be measured for the film in question. Real films also have a spread of trap depths, and the assumption that the active traps are neutral when filled needs evidence of its own. For these parameters, directional escape alone moves the apparent ratio to about 1.78 in the ray model, diffusive motion in both processes to about 1.16 or 1.83, depending on how the metal's current is plotted, tunnelling alone to about 1.6 in the WKB estimate, and the mixed-permittivity case alone to 1.51. A fitted ratio somewhat below 2 is therefore compatible with fixed positive charges.

## Numbers as computed

```
SOLVED METAL SURFACE (scaled units)
force*x^2/(q^2/4 pi eps) at x=1,2,4: 0.2501 0.2501 0.2501
work / change of pair energy: 0.5000
lowering, frozen / free surface charge: 1.990
recession 0.0: lowering/Schottky = 2.0000
recession 0.5: lowering/Schottky = 1.3333
recession 1.0: lowering/Schottky = 1.0000
INPUTS (rough, silicon nitride gate insulator)
relative permittivity optical, static: 4.0, 7.0
field: 0.5 MV/cm; temperature: 400 K
trap depth: 1.2 eV; metal barrier: 1.5 eV
effective mass: 0.4 m_e; kT: 0.03447 eV
donor traps: 1e+18 cm^-3
compensating acceptors: 1e+17 cm^-3
band density of states: 1e+19 cm^-3
MAIN RESULTS (optical permittivity)
q^2/(4 pi eps): 0.3600 eV nm; metal A: 0.0900 eV nm
beta Schottky: 0.1897 eV/(MV/cm)^0.5
beta Poole-Frenkel: 0.3795 eV/(MV/cm)^0.5
barrier top, metal: 1.342 nm; trap: 2.683 nm
lowering, metal: 0.1342 eV; trap: 0.2683 eV
field part, metal: 0.0671 eV; trap: 0.1342 eV
remaining barrier, metal: 1.366 eV; trap: 0.932 eV
Boltzmann gain, metal: 49.0; trap: 2403
metal lowering if full pair energy were used: 0.1897 eV
NEGLECTED EFFECTS
all-direction escape, rate factor: 0.112
  as an energy: -75.4 meV; local slope factor: 0.889
tunnelling rate factor, metal: 1.57; trap: 1.28
  as extra lowering, metal: 15.6 meV; trap: 8.4 meV
tunnelling crossover field, metal: 1.11 MV/cm; trap: 1.76 MV/cm
static-permittivity lowering, metal: 0.1014 eV; trap: 0.2028 eV
ratio if trap static but metal optical: 1.512
transit to top, metal: 10.9 fs; trap: 21.8 fs
lattice period for 0.11 eV phonon: 37.6 fs
trap spacing: 10.0 nm; empty neighbour adds 12.7 meV of lowering
field / rough breakdown field (10 MV/cm): 0.050
SLOPE OF ln n AGAINST sqrt(F), in units of beta_Schottky/kT
compensated: 2.0000; uncompensated: 1.0000
```
